# Residual Polarization of Negative Muons: Large-Orbit Limit and First Correction: test program

```python
"""Residual polarization of a negative muon after the atomic cascade.

Result under test: a muon captured with spin polarization 1 into an isotropic
orbit L, falling by dipole steps l -> l-1 with resolved spin-orbit doublets,
reaches 1s around a spinless nucleus with polarization
  R(L) = (4L+3)/(3(2L+1)^2) + (4/3) sum_{l=1..L} 1/(4l^2-1)^2,
which tends to (pi^2-8)/12 for large L.
A nuclear spin I acting in 1s only multiplies this by
  G(I) = (1+2/(2I+1)^2)/3                 with both F levels occupied,
  C(I) = -(2I-1)(4I+3)/(3(2I+1)^3)        after conversion to F = I-1/2.
Symbols: l orbital, j = l +- 1/2 total muon, F total with nucleus.
Hartree atomic units; infinitely heavy point nucleus; muon g = 2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.special import eval_genlaguerre, gammaln

alpha = const.fine_structure
hartree_ev = const.value("Hartree energy in eV")
muon_mass = const.value("muon-electron mass ratio")
proton_mass = const.value("proton-electron mass ratio")


def residual(L):
    l = np.arange(1, L + 1, dtype=float)
    return ((4*L + 3)/(3*(2*L + 1)**2)
            + 4/3*np.sum(1/(4*l*l - 1)**2))


def mean_factor(x):
    return (1 + 2/(2*x + 1)**2)/3


def conversion_factor(I):
    return -(2*I - 1)*(4*I + 3)/(3*(2*I + 1)**3)


def vector_transfer(j, k):
    return (j*(j + 1) + k*(k + 1) - 2)/(2*j*(j + 1))


# ---------- explicit operators, magnetic numbers in ascending order ----------
def spin_ops(s):
    m = np.arange(int(round(2*s)) + 1) - s
    raise_op = np.diag(np.sqrt(s*(s + 1) - m[:-1]*(m[:-1] + 1)), -1)
    return np.diag(m), raise_op


def dot(a, b):
    return a[0] @ b[0] + 0.5*(a[1] @ b[1].T + a[1].T @ b[1])


def product_ops(l, I):
    sizes = [2*l + 1, 2, int(round(2*I)) + 1]
    result = []
    for place, s in enumerate((l, 0.5, I)):
        before = np.eye(int(np.prod(sizes[:place])))
        after = np.eye(int(np.prod(sizes[place + 1:])))
        result.append([np.kron(np.kron(before, op), after)
                       for op in spin_ops(s)])
    return result


def dipole_down(l):
    """Unit-vector components n_z, n_+/sqrt2, n_-/sqrt2 from l to l-1."""
    ops = np.zeros((3, 2*l - 1, 2*l + 1))
    norm = 4*l*l - 1
    for m in range(-l, l + 1):
        if abs(m) < l:
            ops[0, m + l - 1, m + l] = np.sqrt((l*l - m*m)/norm)
        if m + 1 <= l - 1:
            ops[1, m + l, m + l] = np.sqrt((l - m)*(l - m - 1)/norm/2)
        if m - 1 >= 1 - l:
            ops[2, m + l - 2, m + l] = -np.sqrt((l + m)*(l + m - 1)/norm/2)
    return ops


def dipole_step(rho, l, inner_size):
    new = 0
    for op in dipole_down(l):
        big = np.kron(op, np.eye(inner_size))
        new = new + big @ rho @ big.T
    return new*(2*l + 1)/l


def dephase(rho, l, I, resolve_F):
    orb, spin, nuc = product_ops(l, I)
    J = [orb[0] + spin[0], orb[1] + spin[1]]
    label = 2*dot(orb, spin)
    if resolve_F:
        label = label + 1e-3*(label + 2*dot(J, nuc))
    e, v = np.linalg.eigh(label)
    r = v.T @ rho @ v
    r = r*(np.abs(e[:, None] - e[None, :]) < 1e-6)
    return v @ r @ v.T


def cascade(weights, I=0, fine_top=10**6, hyper_top=-1):
    """Final 1s density matrix; weights[l] is the capture probability in l."""
    size = int(round(2*I)) + 1
    rho = 0
    for l in range(len(weights) - 1, -1, -1):
        start = np.kron(np.eye(2*l + 1)/(2*l + 1),
                        np.kron(np.diag([0.0, 1.0]), np.eye(size)/size))
        rho = rho + weights[l]*start
        if l <= fine_top:
            rho = dephase(rho, l, I, l <= hyper_top)
        if l > 0:
            rho = dipole_step(rho, l, 2*size)
    return rho


def polarization(rho):
    size = rho.shape[0]//2
    return np.trace(rho @ np.kron(np.diag([-1.0, 1.0]), np.eye(size)))


def single(L):
    return np.eye(L + 1)[L]


def convert(rho, I):
    """Move the upper level F=I+1/2 to F=I-1/2 by an unpolarized spin flip."""
    _, spin, nuc = product_ops(0, I)
    unit = np.eye(rho.shape[0])
    upper = (dot(spin, nuc) + (I + 1)/2*unit)/(I + 0.5)
    lower = unit - upper
    moved = 0
    for op in (spin[0], spin[1]/np.sqrt(2), spin[1].T/np.sqrt(2)):
        t = lower @ op @ upper
        moved = moved + t @ rho @ t.T
    moved = moved*np.trace(upper @ rho)/np.trace(moved)
    return lower @ rho @ lower + moved


# ---------- closed formulas against density matrices ----------
for L in list(range(0, 9)) + [13, 30]:
    assert abs(polarization(cascade(single(L))) - residual(L)) < 1e-9
limit = (np.pi**2 - 8)/12
assert abs(residual(20000) - 1/(3*20000) - limit) < 1e-8
# unresolved upper levels leave the spin untouched
assert abs(polarization(cascade(single(9), fine_top=4)) - residual(4)) < 1e-9


def doublet_projectors(l):
    orb, spin, _ = product_ops(l, 0)
    unit = np.eye(2*(2*l + 1))
    plus = (dot(orb, spin) + (l + 1)/2*unit)/(l + 0.5)
    return {1: plus, -1: unit - plus}, orb[0] + spin[0]


# capture values, branching and vector transfer of single dipole steps
for l in range(1, 7):
    proj, jz = doublet_projectors(l)
    low_proj, low_jz = doublet_projectors(l - 1)
    captured = np.kron(np.eye(2*l + 1)/(2*l + 1), np.diag([0.0, 1.0]))
    for sign in (1, -1):
        weight = (l + 1 if sign == 1 else l)/(2*l + 1)
        vector = (2*l + 3)/6 if sign == 1 else -(2*l - 1)/6
        part = proj[sign] @ captured @ proj[sign]
        assert abs(np.trace(part) - weight) < 1e-10
        assert abs(np.trace(part @ jz) - weight*vector) < 1e-10
        after = dipole_step(part, l, 2)
        cross = 0 if sign == 1 else 1/(l*(2*l - 1))
        for low_sign in (1, -1):
            share = 1 - cross if low_sign == sign else cross
            j, k = l + sign/2, l - 1 + low_sign/2
            got = np.trace(low_proj[low_sign] @ after)
            assert abs(got - weight*share) < 1e-10
            got = np.trace(low_proj[low_sign] @ after @ low_jz)
            want = weight*share*vector*vector_transfer(j, k) if share else 0
            assert abs(got - want) < 1e-10

# time average of the spin over an exponentially decaying level
l_test, width_test = 3, 2.0
orb, spin, _ = product_ops(l_test, 0)
e, v = np.linalg.eigh(dot(orb, spin))
rho0 = np.kron(np.eye(2*l_test + 1)/(2*l_test + 1), np.diag([0.0, 1.0]))
amplitude = (v.T @ rho0 @ v)*(v.T @ (2*spin[0]) @ v)
t = np.linspace(0, 20, 8001)
signal = np.zeros_like(t)
for a in range(len(e)):
    for b in range(len(e)):
        signal += amplitude[a, b]*np.cos((e[a] - e[b])*t)
average = simpson(width_test*np.exp(-width_test*t)*signal, x=t)
g = mean_factor(l_test)
omega = l_test + 0.5
assert abs(average - g - (1 - g)/(1 + (omega/width_test)**2)) < 1e-6

# nuclear spin in 1s
for I in (0.5, 1, 1.5, 2.5, 4.5):
    rho = cascade(single(0), I, hyper_top=0)
    assert abs(polarization(rho) - mean_factor(I)) < 1e-10
    assert abs(polarization(convert(rho, I)) - conversion_factor(I)) < 1e-10

# ---------- hydrogenic radial functions, widths and full cascade ----------
n_top = 14
x = np.linspace(0, 35, 5001)
r = x*x
weight_r = 2*x*(x[1] - x[0])
u = {}
for n in range(1, n_top + 1):
    for l in range(n):
        log_norm = 0.5*(3*np.log(2/n) + gammaln(n - l)
                        - np.log(2*n) - gammaln(n + l + 1))
        z = 2*r/n
        u[n, l] = (np.exp(log_norm - r/n)*z**l*r
                   * eval_genlaguerre(n - l - 1, 2*l + 1, z))
        assert abs(np.sum(u[n, l]**2*weight_r) - 1) < 1e-7


def radial(n, l, k, q):
    return np.sum(u[n, l]*u[k, q]*r*weight_r)


ratios, widths = {}, {}
for n in range(2, n_top + 1):
    l = n - 1
    gap = 0.5/(n - 1)**2 - 0.5/n**2
    widths[n] = (4/3*alpha**3*gap**3*l/(2*l + 1)
                 * radial(n, l, n - 1, l - 1)**2)
    ratios[n] = alpha**2/(2*n**3*l*(l + 1))/widths[n]
assert min(ratios.values()) > 50
assert abs(ratios[n_top]*4*alpha/3 - 1) < 0.1


def branch(l, j, q, k):
    """Share of the l -> q dipole strength of level j that goes to level k."""
    if q == l + 1:
        return (branch(q, k, l, j)*(2*k + 1)*(2*l + 1)
                / ((2*j + 1)*(2*q + 1)))
    cross = 1/(l*(2*l - 1))
    if j > l:
        return 1.0 if k > q else 0.0
    return cross if k > q else 1 - cross


def doublet(l):
    return [0.5] if l == 0 else [l + 0.5, l - 0.5]


transfer = {(1, 0, 0.5): 2.0, (2, 0, 0.5): 2.0}   # final spin per <Jz>
for n in range(2, n_top + 1):
    for l in range(n):
        if (n, l) == (2, 0):
            continue
        rates = {}
        for q in (l - 1, l + 1):
            for k in range(max(q + 1, 1), n):
                if q >= 0:
                    gap = 0.5/k**2 - 0.5/n**2
                    rates[k, q] = (gap**3*max(l, q)/(2*l + 1)
                                   * radial(n, l, k, q)**2)
        total = sum(rates.values())
        for j in doublet(l):
            value = 0
            for (k, q), rate in rates.items():
                shares = [branch(l, j, q, jj) for jj in doublet(q)]
                assert abs(sum(shares) - 1) < 1e-12
                for jj, share in zip(doublet(q), shares):
                    value += (rate/total*share*vector_transfer(j, jj)
                              * transfer[k, q, jj])
            transfer[n, l, j] = value


def full_residual(n, L):
    value = (L + 1)/(2*L + 1)*(2*L + 3)/6*transfer[n, L, L + 0.5]
    if L > 0:
        value -= L/(2*L + 1)*(2*L - 1)/6*transfer[n, L, L - 0.5]
    return value


assert abs(full_residual(n_top, n_top - 1) - residual(n_top - 1)) < 1e-9
stat = np.array([(2*l + 1)/n_top**2 for l in range(n_top)])
mean_simple = sum(stat[l]*residual(l) for l in range(n_top))
mean_full = sum(stat[l]*full_residual(n_top, l) for l in range(n_top))
assert abs(mean_simple - mean_full) < 0.02   # size of neglected l -> l+1 steps

# ---------- aluminium: energies for a point nucleus ----------
Z, I_al, moment_rough = 13, 2.5, 3.6
g_al = moment_rough/I_al
fine_2p = muon_mass*Z**4*alpha**2/32
width_2p = muon_mass*Z**4*widths[2]


def dirac(n, j):
    shifted = n - j - 0.5 + np.sqrt((j + 0.5)**2 - (Z*alpha)**2)
    return muon_mass/alpha**2/np.sqrt(1 + (Z*alpha/shifted)**2)


assert abs((dirac(2, 1.5) - dirac(2, 0.5))/fine_2p - 1) < 0.02


def magnetic_constant(g_nuc, mass, charge, n, l, j):
    """Coefficient of I.J; the l=0 value is the contact term."""
    prefactor = alpha**2*g_nuc/(2*proton_mass*mass)
    return prefactor*(mass*charge)**3/(n**3*(l + 0.5)*j*(j + 1))


# angular factor l(l+1)/(j(j+1)) of the operator l - s + 3 n (s.n), for l = 1
def cartesian(l):
    d = dipole_down(l)
    return [(d[1] + d[2])/np.sqrt(2), (d[1] - d[2])/(1j*np.sqrt(2)), d[0]]


sz, sp = spin_ops(0.5)
s_cart = [(sp + sp.T)/2, (sp - sp.T)/2j, sz]
down, up = cartesian(1), cartesian(2)
field = np.kron(spin_ops(1)[0], np.eye(2)) - np.kron(np.eye(3), sz)
field = field.astype(complex)
for i in range(3):
    nn = down[2].conj().T @ down[i] + up[2] @ up[i].conj().T
    field += 3*np.kron(nn, s_cart[i])
proj, jz = doublet_projectors(1)
for sign, j in ((1, 1.5), (-1, 0.5)):
    p = proj[sign]
    assert np.allclose(p @ field @ p, 2/(j*(j + 1))*p @ jz @ p, atol=1e-10)
inverse_cube = np.sum(u[2, 1][1:]**2/r[1:]**3*weight_r[1:])
assert abs(inverse_cube - 1/24) < 1e-5
# contact term: hydrogen ground-state splitting, roughly 1.42 GHz
hydrogen = (magnetic_constant(const.value("proton g factor"), 1, 1, 1, 0, 0.5)
            * const.value("hartree-hertz relationship"))
assert abs(hydrogen/1.42e9 - 1) < 0.005

hyper_2p = (I_al + 0.5)*magnetic_constant(g_al, muon_mass, Z, 2, 1, 0.5)
hyper_1s = (I_al + 0.5)*magnetic_constant(g_al, muon_mass, Z, 1, 0, 0.5)
assert hyper_2p > 3*width_2p

aluminium = {}
for top in (0, 1, 4, n_top - 1):
    rho = cascade(stat, I_al, hyper_top=top)
    assert abs(np.trace(rho) - 1) < 1e-9
    aluminium[top] = (polarization(rho), polarization(convert(rho, I_al)))
    assert max(abs(p) for p in aluminium[top]) < mean_simple
assert abs(aluminium[0][0] - mean_simple*mean_factor(I_al)) < 1e-9
assert abs(aluminium[0][1] - mean_simple*conversion_factor(I_al)) < 1e-9

# ---------- output ----------
print("Polarizations are fractions of the value at capture (no unit)")
for L in (0, 1, 2, 5, 10, 13, 30):
    print(f"R(L) spinless nucleus, L={L}: {residual(L):.4f}")
print(f"R limit for large L, (pi^2-8)/12: {limit:.5f}")
print(f"upper-branch share for large L, 1/6: {1/6:.5f}")
print(f"lower-branch share for large L: {limit - 1/6:.5f}")
L13 = 13
upper13 = (L13 + 1)*(2*L13 + 3)/(3*(2*L13 + 1)**2)
print(f"upper-branch share, L=13: {upper13:.4f}")
print(f"lower-branch share, L=13: {residual(L13) - upper13:.4f}")
first = next(L for L in range(1, 200) if residual(L) <= 1/6)
print(f"smallest L with R(L) <= 1/6: {first}")
print(f"fine splitting / radiative width, 2p: {ratios[2]:.1f}")
print(f"fine splitting / radiative width, n=14 l=13: {ratios[14]:.1f}")
print(f"large-n value 3/(4 alpha): {3/(4*alpha):.1f}")
print(f"surviving j coherence in 2p: {1/(1 + ratios[2]**2):.2e}")
print(f"muon mass: {muon_mass:.3f} electron masses")
print(f"square root of muon mass ratio: {np.sqrt(muon_mass):.2f}")
print(f"statistical l at n=14, steps l->l-1 only: {mean_simple:.4f}")
print(f"statistical l at n=14, all radiative steps: {mean_full:.4f}")
print(f"Al input: Z={Z}, I={I_al}, rough moment={moment_rough} mu_N")
print(f"Al 2p fine splitting: {fine_2p:.3f} hartree")
print(f"Al 2p radiative width: {width_2p:.4f} hartree")
print(f"Al 2p1/2 magnetic hyperfine splitting: {hyper_2p:.3f} hartree")
print(f"Al 2p1/2 hyperfine splitting / width: {hyper_2p/width_2p:.1f}")
print(f"Al 1s hyperfine splitting, point nucleus: {hyper_1s:.1f} hartree")
print(f"  the same: {hyper_1s*hartree_ev:.0f} eV")
print(f"factor G(5/2), both F levels: {mean_factor(2.5):.4f}")
print(f"factor C(5/2), after conversion: {conversion_factor(2.5):.4f}")
print(f"factor G(1/2): {mean_factor(0.5):.4f}")
print(f"factor C(1/2): {abs(conversion_factor(0.5)):.4f}")
for top, (before, after) in aluminium.items():
    print(f"Al, F resolved for l<={top}: before conversion {before:.4f}")
    print(f"Al, F resolved for l<={top}: after conversion {after:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Polarizations are fractions of the value at capture (no unit)
R(L) spinless nucleus, L=0: 1.0000
R(L) spinless nucleus, L=1: 0.4074
R(L) spinless nucleus, L=2: 0.3007
R(L) spinless nucleus, L=5: 0.2190
R(L) spinless nucleus, L=10: 0.1883
R(L) spinless nucleus, L=13: 0.1809
R(L) spinless nucleus, L=30: 0.1668
R limit for large L, (pi^2-8)/12: 0.15580
upper-branch share for large L, 1/6: 0.16667
lower-branch share for large L: -0.01087
upper-branch share, L=13: 0.1856
lower-branch share, L=13: -0.0047
smallest L with R(L) <= 1/6: 31
fine splitting / radiative width, 2p: 109.8
fine splitting / radiative width, n=14 l=13: 102.8
large-n value 3/(4 alpha): 102.8
surviving j coherence in 2p: 8.30e-05
muon mass: 206.768 electron masses
square root of muon mass ratio: 14.38
statistical l at n=14, steps l->l-1 only: 0.2063
statistical l at n=14, all radiative steps: 0.2027
Al input: Z=13, I=2.5, rough moment=3.6 mu_N
Al 2p fine splitting: 9.827 hartree
Al 2p radiative width: 0.0895 hartree
Al 2p1/2 magnetic hyperfine splitting: 0.654 hartree
Al 2p1/2 hyperfine splitting / width: 7.3
Al 1s hyperfine splitting, point nucleus: 15.7 hartree
  the same: 427 eV
factor G(5/2), both F levels: 0.3519
factor C(5/2), after conversion: -0.0802
factor G(1/2): 0.5000
factor C(1/2): 0.0000
Al, F resolved for l<=0: before conversion 0.0726
Al, F resolved for l<=0: after conversion -0.0166
Al, F resolved for l<=1: before conversion 0.0658
Al, F resolved for l<=1: after conversion -0.0318
Al, F resolved for l<=4: before conversion 0.0397
Al, F resolved for l<=4: after conversion -0.0310
Al, F resolved for l<=13: before conversion 0.0388
Al, F resolved for l<=13: after conversion -0.0295
ALL CHECKS PASSED
```
